\section*{Comment on the stress attributed to a wafer's through-thickness temperature gradient}

\section{The argument under review}

The argument concerns a wafer heated from one side during annealing. The front is hotter than the back by $\Delta T$. The front layers would like to expand more than the back layers, but all of them belong to one solid, so each restrains the other. The front must therefore be in compression and the back in tension, with magnitude
\begin{equation}
|\sigma|=\tfrac12 M\alpha\,\Delta T,\qquad M=\frac{E}{1-\nu}.
\label{claim}
\end{equation}
Here $\alpha$ is the expansion coefficient, $E$ Young's modulus and $\nu$ Poisson's ratio. The modulus $M$ relates equal in-plane stresses to equal in-plane strains when the faces are free. The argument concludes that any gradient through the thickness stresses the wafer.

The step to examine is ``each restrains the other''. Layers of different length can be joined without force if the joined body can take a shape in which every layer has its preferred length. Does a free plate have such a shape, and for which temperature profiles?

\section{A linear profile in a free plate}

Let $z$ run from $-h/2$ at the back to $h/2$ at the heated front, and let the temperature rise $\theta$ depend on $z$ alone. Tension is positive. Take first $\theta=a+Gz$, with $\alpha$ uniform and equal in all directions. Stress is proportional to the total strain minus the thermal strain $\alpha\theta$, so a stress-free state needs a displacement whose normal strains all equal $\alpha\theta$ and whose shear strains vanish. Try
\begin{align}
u_x&=\alpha a x+\alpha G xz,\qquad u_y=\alpha a y+\alpha G yz,\nonumber\\
u_z&=\alpha a z+\tfrac12\alpha G\,(z^2-x^2-y^2).
\label{disp}
\end{align}
Differentiation gives
\begin{align}
\partial_xu_x&=\partial_yu_y=\partial_zu_z=\alpha(a+Gz),\nonumber\\
\partial_zu_x+\partial_xu_z&=\alpha Gx-\alpha Gx=0,
\end{align}
and likewise for the $yz$ shear; the $xy$ shear is zero because $u_x$ does not contain $y$ and $u_y$ does not contain $x$. The elastic strain vanishes at every point. So do the stress and the force on every free surface, the rim included. Elastic energy cannot be negative, so this state of zero energy is the equilibrium state, unique up to rigid motion.

The mid-plane takes the shape $u_z=-\alpha G(x^2+y^2)/2$, a shallow spherical cap of curvature
\begin{equation}
\kappa=\alpha G,
\label{kaplin}
\end{equation}
convex toward the hot side. The front layers are longer because they lie on the outside of the bend. They have the length they prefer, and nothing restrains them.

The elastic constants never entered. The result therefore survives anisotropic stiffness and stiffness that varies with depth. It does not in general survive an $\alpha$ that varies with depth or temperature, since the in-plane thermal strain, not merely the temperature, must be linear in $z$. It also rests on linear strain--displacement relations, whose limit is found below.

A three-dimensional energy minimization for a free disc of radius $4h$ tests this without assuming \eqref{disp}. With $E=\alpha=1$, $\nu=0.25$ and a linear profile equal to 1 at the front, the largest stress is $1.4\times10^{-12}$, which is rounding error. It remains at that level when the through-thickness normal stiffness is raised by 30\%, the transverse shear stiffness is lowered by 30\%, and all stiffnesses are graded by the factor $1+0.4\,(2z/h)$.

\section{What remains for a general profile}

Now let $\theta(z)$ be arbitrary and the stiffness uniform and isotropic. Several thicknesses from the rim, the in-plane strain has the plate form $\varepsilon_0+\kappa z$, equal in both directions, and
\begin{equation}
\sigma(z)=M\left[\varepsilon_0+\kappa z-\alpha\theta(z)\right].
\label{sigma}
\end{equation}
A free plate carries no net force and no net moment. Since $\int z\,dz=0$ and $\int z^2dz=h^3/12$ over the thickness,
\begin{align}
\int\sigma\,dz=0&\;\Rightarrow\;\varepsilon_0=\frac{\alpha}{h}\int\theta\,dz=\alpha\bar\theta,\\
\int z\sigma\,dz=0&\;\Rightarrow\;\kappa=\frac{12\alpha}{h^3}\int z\theta\,dz.
\label{kapgen}
\end{align}
These two numbers remove from $\theta$ its mean and its best linear part. With $\zeta=2z/h$ and the expansion $\theta=\sum_n a_nP_n(\zeta)$ in Legendre polynomials, which are mutually orthogonal with $P_0=1$ and $P_1=\zeta$, the remainder is
\begin{equation}
\sigma=-M\alpha\sum_{n\ge2}a_nP_n(\zeta).
\label{leg}
\end{equation}
The term $n=0$ expands the plate, $n=1$ bends it, and the others stress it.

For $\theta=\zeta+\zeta^2+\tfrac12\zeta^3$, the identities $\zeta^2=\tfrac13+\tfrac23P_2$ and $\zeta^3=\tfrac35P_1+\tfrac25P_3$ give $a_2=\tfrac23$ and $a_3=\tfrac15$. Every $P_n$ equals 1 at the front, so with $E=\alpha=1$ and $M=1.3333$ the front stress is $-1.3333\times0.8667=-1.1556$. The three-dimensional disc gives $-1.1554$ at its centre.

Equation \eqref{claim} does describe a real situation: a plate prevented from bending but free to expand. Then $\kappa=0$ replaces the moment condition, and
\begin{equation}
\sigma_{\rm flat}=-M\alpha(\theta-\bar\theta).
\label{flat}
\end{equation}
For a linear profile this is $\mp M\alpha\Delta T/2$ at the front and back. The argument has brought in a flattening moment without naming what supplies it.

\subsection*{A steady temperature ramp}

Suppose all depths warm at the same rate $\beta$. With diffusivity $D$, heat conduction requires $D\theta''=\beta$, so
\begin{equation}
\theta=\frac{\beta z^2}{2D}+Gz+\text{const}
=\frac{\beta h^2}{8D}\,\zeta^2+\frac{Gh}{2}\,\zeta+\text{const}.
\end{equation}
Thus $a_2=\tfrac23\,\beta h^2/(8D)=\beta h^2/(12D)$. The stress is $-M\alpha\beta h^2/(12D)$ at both faces and, since $P_2(0)=-\tfrac12$, half as large and tensile at the mid-plane. How the heating is divided between the two faces changes only $G$. At a fixed ramp rate, one-sided and two-sided heating therefore stress a free plate equally in this model, although their front-to-back differences are unlike.

\section{How small the deflection must be}

A flat disc cannot become a spherical cap without some stretching. Let a disc of radius $R$ have slope $w'=-\kappa r$ and radial displacement $u$. To leading order the mid-plane strains are
\begin{equation}
\varepsilon_r=u'+\tfrac12w'^2,\qquad \varepsilon_\theta=u/r .
\end{equation}
Eliminating $u$ gives $(r\varepsilon_\theta)'-\varepsilon_r=-\kappa^2r^2/2$. Insert $E\varepsilon_r=\sigma_r-\nu\sigma_\theta$ and $E\varepsilon_\theta=\sigma_\theta-\nu\sigma_r$:
\begin{equation}
(1+\nu)(\sigma_\theta-\sigma_r)+r(\sigma_\theta'-\nu\sigma_r')=-\tfrac12E\kappa^2r^2 .
\end{equation}
Radial equilibrium is $\sigma_\theta-\sigma_r=r\sigma_r'$. The terms in $\nu$ cancel, leaving
\begin{equation}
(\sigma_r+\sigma_\theta)'=-\tfrac12E\kappa^2r
\;\Rightarrow\;
\sigma_r+\sigma_\theta=A-\tfrac14E\kappa^2r^2 .
\end{equation}
Equilibrium also gives $\sigma_r+\sigma_\theta=(r^2\sigma_r)'/r$. Integrating with finite stress at the centre, and setting $\sigma_r(R)=0$ to fix $A$,
\begin{equation}
\sigma_r=\frac{E\kappa^2}{16}(R^2-r^2),\qquad
\sigma_\theta=\frac{E\kappa^2}{16}(R^2-3r^2).
\label{mem}
\end{equation}
The rim is in hoop compression, $-E\kappa^2R^2/8$. With the sagitta $s=\kappa R^2/2$, and since \eqref{claim} equals $M\kappa h/2$ for a linear profile,
\begin{equation}
\frac{|\sigma_\theta(R)|}{M\alpha\Delta T/2}
=\frac{E\kappa^2R^2/8}{E\kappa h/[2(1-\nu)]}
=\frac{(1-\nu)\,s}{2h}.
\label{ratio}
\end{equation}
``Small deflection'' thus means $s\ll h$, not $s\ll R$. Stretching also lowers $\kappa$ slightly. The stretching energy grows as $\kappa^4$, so this shift, and the bending stress it causes, begin at order $\kappa^3$.

\section{A soak, where the argument fails}

Take round parameters in the rough range of a hot silicon wafer: $h=775\,\mu$m, $E=140$ GPa, $\nu=0.25$, $\alpha=4$ ppm/K and conductivity $k=0.25$ W/(cm\,K). Then $M=186.7$ GPa and $M\alpha=0.747$ MPa/K.

A wafer of 300 mm diameter at 1273 K receives lamp heat on the front and loses $q=10$ W/cm$^2$ from the back. A black surface at that temperature emits about 15 W/cm$^2$, so this corresponds to an emissivity near two thirds. In steady state with constant $k$ the profile is linear, and
\begin{equation}
\Delta T=\frac{qh}{k}=\frac{10\times0.0775}{0.25}\ {\rm K}=3.1\ {\rm K}.
\end{equation}
Equation \eqref{claim} predicts $0.747\times1.55=1.16$ MPa. The free wafer instead takes the curvature $\alpha\Delta T/h=0.016$ m$^{-1}$, with a sagitta of $180\,\mu$m. Here $s/h=0.23$, and the rim membrane stress is $-0.10$ MPa, 9\% of the claimed value, as \eqref{ratio} requires.

The profile is not perfectly linear in thermal strain. Letting $k$ fall as $T^{-1.2}$ and $\alpha$ rise by $2\times10^{-4}$ of its value per kelvin gives a front stress of $-0.7$ kPa, which is negligible here.

Weight matters more. For a disc simply supported at its rim under a load $p=\rho gh$ per area, the deflection is $pr^4/(64B)+cr^2+\text{const}$, where $B$ is the bending stiffness. The radial moment is then $-(3+\nu)pr^2/16$ plus a constant, and it must vanish at $r=R$. At the centre it is $(3+\nu)pR^2/16$, and the surface stress, $6/h^2$ times the moment, is
\begin{equation}
\sigma_{\rm w}=\frac{3(3+\nu)}{8}\,\rho gh\,\frac{R^2}{h^2}=0.80\ {\rm MPa}
\end{equation}
for a density $\rho=2.3$ g/cm$^3$. In this soak the support contributes far more stress than the gradient does.

\section{A millisecond flash, where stress is real}

Let the front absorb $q=10$ kW/cm$^2$ for $t=1$ ms, starting from 1000 K. The heat capacity is $C=2.2$ J/(cm$^3$K), so $D=k/C=0.114$ cm$^2$/s and $\sqrt{Dt}=107\,\mu$m. This is well below $h$, and the back has hardly warmed above 1000 K at the end of the pulse.

A heat $Q$ per area released at the surface of a deep body gives, at depth $x$ and time $t'$ later, $Q\,e^{-x^2/4Dt'}/(C\sqrt{\pi Dt'})$. Adding the releases $q\,dt'$ at $x=0$ yields the front rise
\begin{equation}
\theta_s=\int_0^t\frac{q\,dt'}{C\sqrt{\pi Dt'}}=\frac{2q}{k}\sqrt{\frac{Dt}{\pi}}=481\ {\rm K}.
\end{equation}
The mean rise is $\bar\theta=qt/(Ch)=58.7$ K. For the mean depth $\lambda$ of the heat, multiply the conduction equation by $x$ and integrate by parts:
\begin{equation}
\frac{d}{dt}\int x\theta\,dx=D\int x\theta_{xx}\,dx=-D\int\theta_x\,dx=D\theta_s .
\end{equation}
Integrating $\theta_s\propto\sqrt t$ over time gives $\tfrac23Dt\theta_s$. Division by $\int\theta\,dx=qt/C$ gives
\begin{equation}
\lambda=\frac{2DC\theta_s}{3q}=\frac43\sqrt{\frac{Dt}{\pi}}=80\,\mu{\rm m}.
\end{equation}
Since $z=h/2-x$, the moment integral is $\int z\theta\,dz=\bar\theta h(h/2-\lambda)$. By \eqref{kapgen} the linear part at the front is
\begin{equation}
\theta_1=\frac{\kappa h}{2\alpha}=\bar\theta\left(3-\frac{6\lambda}{h}\right)=139.5\ {\rm K},
\end{equation}
and the front stress of a freely bent plate is
\begin{align}
\sigma_{\rm front}&=-M\alpha(\theta_s-\bar\theta-\theta_1)\nonumber\\
&=-0.747\,(481.1-58.7-139.5)\ {\rm MPa}=-211\ {\rm MPa}.
\label{front}
\end{align}
A numerical solution of the heat flow in the finite thickness gives the same value. Equation \eqref{claim}, with $\Delta T=481$ K, would give 180 MPa. The argument therefore overstates the stress in the soak and understates it here: $\Delta T$ alone does not determine the stress. The largest tension, 63 MPa, lies $256\,\mu$m below the front, where the temperature is some 84 K below the fitted straight line.

Does the plate bend freely in 1 ms? For a coupon of 20 mm diameter it does. Its curvature is 1.44 m$^{-1}$, its sagitta $72\,\mu$m, or $0.09h$, and its rim membrane stress $-3.6$ MPa, under 2\% of \eqref{front}. The period of its lowest axisymmetric flexural mode is 0.039 ms, short against the pulse.

\subsection*{The same flash on a 300 mm wafer}

With thickness and pulse held fixed, the sagitta and the flexural period both scale as $R^2$, a factor of 225. The static small-deflection sagitta would be 16 mm, about $21h$, and the period is 8.8 ms. Both conditions for free bending fail.

To estimate the effect of inertia, let the thermal moment rise linearly during the pulse and expand the motion in free-plate modes. A mode with static amplitude $b$ at the end of the pulse obeys $\ddot y+\omega^2y=\omega^2b\,t'/t$ at time $t'$. Starting from rest, $y=b\,[t'/t-\sin(\omega t')/(\omega t)]$, so at the end of the pulse
\begin{equation}
\frac{y}{b}=1-\frac{\sin\omega t}{\omega t}.
\label{mode}
\end{equation}
The lowest mode has $\omega t=2\pi/8.82=0.71$ and reaches 8\% of its static amplitude. The sum over modes, computed in a basis of 14 polynomials, gives a centre curvature of $f=-0.48$ times the static one: the centre is bent the opposite way, concave toward the hot side. A larger set of modes moves $f$ to $-0.50$. Every factor \eqref{mode} is positive, so the negative sum shows that some modes contribute negatively to the static curvature at the centre. At the end of the pulse all higher modes are nearer their static amplitudes than the lowest mode is.

Held flat, the front would carry $-0.747\,(481.1-58.7)=-315$ MPa. With the reversed curvature the centre carries
\begin{equation}
-M\alpha(\theta_s-\bar\theta-f\theta_1)=-0.747\,(422.4+67.0)\ {\rm MPa}\approx-365\ {\rm MPa}.
\end{equation}
This is a linear estimate. The thermal moment in fact runs somewhat ahead of a linear rise, which by itself moves $f$ to about $-0.57$. Stretching, omitted here although the deflection exceeds $h$, acts the other way. With both included, and the motion assumed axisymmetric, the centre is still bent in reverse, with $f\approx-0.50$. This curvature alone gives $-368$ MPa; stretching adds a membrane tension of about 19 MPa at the centre, so the front carries about $-350$ MPa. In-plane expansion was taken as complete; a stretching wave at $\sqrt{E/\rho}$ crosses the radius in about 0.02 ms, which supports that. In this wafer the linear part of the profile does produce stress, because inertia supplies the restraint that the original argument left unnamed.

\section{Relation to real wafers}

The thickness and diameter are those of a standard 300 mm silicon wafer; the other parameters are rough, and real flash pulses are not square. Real wafers also have temperature differences across their diameter, which bending does not relieve in the same way. In the soak, a rim 1 K cooler than the centre, with a parabolic profile between them, would add a hoop tension of $E\alpha\,(1\ {\rm K})/2=0.28$ MPa at the rim. For the coupon, the result is sensitive to the level of the conductivity. If $k$ equals 0.25 W/(cm\,K) at 1000 K and falls as $T^{-1.2}$ from there, the front rise grows from 481 to 571 K and the front stress from $-211$ to $-276$ MPa. That choice understates the conductivity of silicon, which is near 0.31 W/(cm\,K) at 1000 K and reaches 0.25 only above 1200 K. With the same law anchored at 1273 K, as in the soak, the rise is 483 K and the stress $-215$ MPa, so the constant value is a fair average over this pulse. Taken separately, the rise of $\alpha$ used above gives $-224$ MPa, and a stiffness falling by $8\times10^{-5}$ of its value per kelvin gives $-205$ MPa. Radiation from a black front at its peak temperature is 0.3\% of the absorbed flux.

The model is elastic. Plastic relief of the front strain, $4\times10^{-6}\times283=1.1\times10^{-3}$, would need a density $N$ of moving dislocations with $N\,b_{\rm d}\ell$ equal to that strain, apart from an orientation factor of order one. For a slip step $b_{\rm d}=0.38$ nm and an assumed glide distance $\ell=100\,\mu$m, $N=3\times10^6$ cm$^{-2}$. This is a low estimate if the short pulse allows less glide, since $N$ varies as $1/\ell$. Silicon wafers are grown nearly free of dislocations, so such relief would require many new ones. Whether they form at the rim, at supports or at implant damage is outside this model.

\section{Requested correction}

The conclusion should be restricted as follows. In a plate with uniform, isotropic expansion, a linear through-thickness profile that is the same at every lateral position causes no stress if the plate is free to bend, its sagitta is small against its thickness, and heating is slow against its flexural period. Where these conditions hold and the stiffness is uniform and isotropic, the stress away from the rim should be computed from \eqref{leg}. Where bending is prevented, \eqref{flat} applies, and the source of the restraint should be stated. The main input values are listed in the numerical output; the others are stated above.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (round model values)
thickness: 775 um
Young's modulus: 140 GPa
Poisson's ratio: 0.25
biaxial modulus M: 186.7 GPa
expansion coefficient: 4 ppm/K
conductivity: 0.25 W/(cm K)
heat capacity: 2.2 J/(cm3 K)
density: 2.3 g/cm3
diffusivity: 0.114 cm2/s
3D FREE DISC, radius 4h, front rise 1, E = alpha = 1
largest stress, linear profile: 1.4e-12
same, anisotropic graded stiffness: 7.4e-13
front stress, linear but held flat: -1.3333
front stress, z+z^2+z^3/2, 3D: -1.1554
front stress, z+z^2+z^3/2, formula: -1.1556
SOAK, 300 mm wafer
temperature; heat flow 10 W/cm2 check: 1273 K
heat flow: 10 W/cm2
front-back difference: 3.1 K
curvature: 0.016 1/m
sagitta: 180 um
surface stress if held flat: 1.16 MPa
rim membrane stress when free: -0.101 MPa
front stress from k(T), alpha(T): -0.684 kPa
weight stress on edge ring: 0.798 MPa
FLASH, 20 mm coupon
preheat: 1000 K
absorbed flux: 10 kW/cm2
pulse: 1 ms
front rise: 481.1 K
mean rise: 58.7 K
linear part at front: 139.5 K
nonlinear part at front: 283.0 K
mean heat depth: 80.2 um
curvature: 1.44 1/m
sagitta: 72 um
front stress, formula: -211.3 MPa
front stress, numerical heat flow: -211.3 MPa
largest tension: 62.6 MPa
depth of largest tension: 256 um
rim membrane stress: -3.63 MPa
flexural period: 39.2 us
front stress with k(T): -276.1 MPa
front rise with k(T): 570.8 K
front stress with alpha(T): -224.3 MPa
front stress with stiffness(T): -204.5 MPa
blackbody loss / absorbed flux: 0.27 %
dislocations to relax front, 100 um glide: 3.0e+06 1/cm2
SAME FLASH, 300 mm wafer
static small-deflection sagitta: 16.2 mm
flexural period: 8.82 ms
centre bending / static at pulse end: -0.480
front stress if flat: -315.5 MPa
centre front stress with inertia: -365.5 MPa
\end{verbatim}
